# Rotation averaging as an orthogonal projection, with exact Euler-angle quadrature

## A number to explain

A small network gives the energy of an atom with two neighbours. It has been trained on 60 configurations and reproduces their energies to about $10^{-4}$ meV. Now take one shape, with both bonds 1.5 Å long and an angle of 100° between them, and turn it rigidly in space. The model energy it should reproduce stays at 106.5 meV. The network's output runs from $-271$ to $713$ meV over a grid of orientations.

Averaging the output over 75 chosen rotations lowers the root-mean-square (rms) error, taken over twelve shapes and all orientations, from 195.9 to 125.5 meV. With 108 rotations the error is again 125.5 meV. Three things need explaining: why the error fell, why it stopped at that value, and why 75 rotations were enough.

## The simplest case: one reflection

Let $x$ be a number and let the symmetry be $x\to-x$. Split a predictor into even and odd parts,
$$f=e+o,\qquad e(x)=\tfrac12[f(x)+f(-x)],\qquad o(x)=\tfrac12[f(x)-f(-x)].$$
Averaging over the symmetry replaces $f$ by $e$. Let the target $t$ be even, and let $\langle\cdot\rangle$ be a mean over a distribution of $x$ that is itself even. Then
$$\langle (f-t)^2\rangle=\langle(e-t)^2\rangle+\langle o^2\rangle+2\langle (e-t)\,o\rangle .$$
The last mean vanishes because its integrand is odd. Averaging therefore removes $\langle o^2\rangle$ from the squared error and leaves the rest untouched.

**Limit: a distribution that is not even.** Put all the weight at $x=1$, with $f=1+x$ and $t=2$. The raw error is zero. The average is $e=1$, with squared error 1. The symmetry of the distribution is thus a real condition, and it returns below.

## From one reflection to all rotations

A configuration $x$ is now a set of neighbour vectors $\mathbf x_a$, and $Rx$ means that all of them are turned by the same rotation $R$. Let $\mu$ be a probability measure on configurations that no rotation changes. For real square-integrable functions define
$$\langle f,h\rangle=\int f h\,d\mu,\qquad \|f\|^2=\langle f,f\rangle,\qquad (U_Rf)(x)=f(R^{-1}x).$$
The inverse makes the operators multiply in the right order:
$$(U_SU_Rf)(x)=(U_Rf)(S^{-1}x)=f(R^{-1}S^{-1}x)=(U_{SR}f)(x).$$
Substituting $x=Ry$ and using the invariance of $\mu$ gives
$$\langle U_Rf,h\rangle=\int f(R^{-1}x)h(x)\,d\mu(x)=\int f(y)h(Ry)\,d\mu(y)=\langle f,U_{R^{-1}}h\rangle .$$
Hence $U_R^\dagger=U_{R^{-1}}$, and $\|U_Rf\|=\|f\|$.

**The uniform measure on rotations.** Write $R=R_z(\alpha)R_y(\beta)R_z(\gamma)$, with $\alpha,\gamma\in[0,2\pi)$ and $\beta\in[0,\pi]$, and take
$$dR=\frac{d\alpha\,\sin\beta\,d\beta\,d\gamma}{8\pi^2},\qquad \int dR=1 .$$
The angles $(\beta,\alpha)$ are the polar coordinates of the point $R\hat z$ on the unit sphere, and $\gamma$ is a turn about that axis. Replacing $R$ by $SR$ moves the point rigidly, which preserves area. It also shifts $\gamma$ by an amount that depends on the point but not on $\gamma$. So $dR$ is unchanged.

For the inverse, use $R_y(-\beta)=R_z(\pi)R_y(\beta)R_z(-\pi)$:
$$R^{-1}=R_z(-\gamma)R_y(-\beta)R_z(-\alpha)=R_z(\pi-\gamma)R_y(\beta)R_z(-\pi-\alpha).$$
The angle $\beta$ is the same and the other two are reflected, shifted and exchanged, so $dR$ is unchanged again. Together the two properties give invariance under $R\to RS$, since $RS=(S^{-1}R^{-1})^{-1}$.

**The projection.** Define
$$Pf=\int dR\,U_Rf .$$
Its properties follow in order.

- $U_SPf=\int dR\,U_{SR}f=Pf$, so $Pf$ is invariant.
- If $t$ is invariant, $U_Rt=t$ for all $R$ and $Pt=t$. The range of $P$ is therefore the set of invariant functions, and $P^2=P$.
- $\langle Pf,h\rangle=\int dR\,\langle f,U_{R^{-1}}h\rangle=\langle f,Ph\rangle$, by the invariance of $dR$ under inversion. So $P^\dagger=P$.

An operator with $P^2=P=P^\dagger$ is an orthogonal projection.

**The error.** For an invariant target,
$$f-t=(Pf-t)+(f-Pf),\qquad Pf-t=P(f-t).$$
The two pieces are orthogonal:
$$\langle P(f-t),f-Pf\rangle=\langle f-t,Pf-P^2f\rangle=0 .$$
Therefore
$$\boxed{\;\|f-t\|^2=\|Pf-t\|^2+\|f-Pf\|^2\;}$$
and $\|Pf-t\|\le\|f-t\|$. Equality holds when $\|f-Pf\|=0$, that is, when $f$ was already invariant up to a set of measure zero.

**Limit: a pure orientation error.** Let $f=t+\epsilon z$, where $z$ is a component of one neighbour vector. The average of $z$ over rotations is zero, so $Pf=t$ and the whole error disappears. If instead $f=t+\epsilon$, nothing is removed. Averaging corrects the dependence on orientation. It leaves a constant error, or a wrong dependence on shape, as it was.

## Reading the errors of the network

The target is a model with round parameters, not a particular material:
$$t=\tfrac12k\sum_{a=1}^2(r_a-r_0)^2+\tfrac12\kappa(\cos\theta-c_0)^2,$$
with $k=10$ eV/Å$^2$, $r_0=1.5$ Å, $\kappa=2$ eV and $c_0=-0.5$. For the shape in the opening the bond terms vanish, and $\cos100^\circ=-0.1736$ gives $(0.3264)^2$ eV $=106.5$ meV. The twelve shapes combine bond lengths of 1.5 or 1.7 Å with angles of 100°, 120° or 140°. The measure $\mu$ gives them equal weight and uniform orientations.

The network has one hidden layer with a fourth-power activation:
$$f(x)=\sum_n c_n\Big(1+\frac{x\cdot x_n}{s^2}\Big)^4,\qquad x\cdot x_n=\sum_a\mathbf x_a\cdot\mathbf x_{n,a},\qquad s=2\ \text{Å}.$$
The $x_n$ are the training configurations, in random orientations, and the $c_n$ come from a nearly exact linear fit to their energies. Nothing in this form makes the output independent of orientation; the network can learn that only from the examples.

In meV$^2$, the boxed identity reads
$$38394=15749+22645 .$$
The three norms were computed separately, with a quadrature over rotation axis and angle that shares no nodes with the Euler rule below. The orientation part is $22645/38394=59\%$ of the squared error. The square roots are 195.9, 125.5 and 150.5 meV; it is the squares that add.

The remaining 125.5 meV is an error that does not depend on orientation: a constant offset and a wrong dependence on shape both contribute to it. It is 42% of the rms target energy of 298 meV. A sharper yardstick is the standard deviation of the twelve target energies, 148 meV, which is the error of a predictor that returns their mean for every shape. The raw network is worse than that constant and the averaged one only slightly better, so this is still a poor potential. Indeed, $Pf$ is the invariant function closest to $f$, which need not be close to $t$.

**One shape at a time.** Uniform orientations of a single shape also form an invariant measure, so the inequality holds for each shape separately. It does not hold for each orientation. For the opening shape the average is 169.8 meV, which is 63.3 meV too high. The raw output is continuous in $R$ and takes values below and above 106.5 meV, so it is correct at some orientations, and near them averaging does harm. For this shape the raw output is closer to the target than the average at about a third of all orientations.

**The training set.** Its 60 orientations are not an invariant distribution. On it the raw rms error is $8.5\times10^{-5}$ meV and the averaged one is 127.3 meV. This is the point mass at $x=1$ again: the step $\|U_Rf\|=\|f\|$ is not available. A rise in training error after averaging does not contradict the theorem.

## Replacing the integral by a finite sum

The simplest finite rule concerns turns about one axis. For $n$ equally spaced angles and integer $m$, the geometric sum gives
$$\frac1n\sum_{j=0}^{n-1}e^{-2\pi imj/n}=\begin{cases}1,& m \text{ a multiple of } n,\\0,&\text{otherwise.}\end{cases}$$
The integral over the angle vanishes for every $m\ne0$. With $n=L+1$ the sum agrees with it for all $|m|\le L$.

For full rotations, expand the dependence of $f(R^{-1}x)$ on $R$ in the matrix elements
$$D^l_{mk}(R)=e^{-im\alpha}d^l_{mk}(\beta)e^{-ik\gamma},\qquad d^l_{mk}(\beta)=\langle lm|e^{-i\beta J_y}|lk\rangle,$$
with $J_y$ in units of $\hbar$. Equally spaced $\alpha$ and $\gamma$, $L+1$ of each, remove every element with $l\le L$ except $m=k=0$.

That element is $d^l_{00}=P_l(\cos\beta)$, a Legendre polynomial. The reason is that turning $P_l(\cos\theta)$ to an axis at angle $\beta$ gives, by the addition theorem, an $m=0$ part equal to $P_l(\cos\beta)P_l(\cos\theta)$. Its exact mean is $\frac12\int_{-1}^1P_l(c)\,dc=\delta_{l0}$.

Gauss–Legendre quadrature with $n_\beta$ nodes in $c=\cos\beta$ is exact up to degree $2n_\beta-1$. Taking $n_\beta=\lfloor L/2\rfloor+1$ gives degree $L+1$ for even $L$ and $L$ for odd $L$, which suffices. The rule is
$$Q_Lf=\sum_i w_iU_{R_i}f,\qquad w_i=\frac{w^{\rm GL}_i}{2(L+1)^2},\qquad N=(L+1)^2\big(\lfloor L/2\rfloor+1\big),$$
where $w^{\rm GL}_i$ is the Gauss–Legendre weight of the polar node of $R_i$. These weights sum to 2 over the nodes, so $\sum_iw_i=1$.

**Limit: one step beyond $L$.** Take $L=4$ and $l=5$. The element $m=5$, $k=0$ passes the sum over $\alpha$, because 5 is a multiple of $n=5$. Its size is
$$|d^5_{50}|=\frac{\sqrt{10!}}{2^5\,5!}\sin^5\beta=0.4961\,\sin^5\beta .$$
The three polar nodes are $c=0$ with normalized weight $4/9$ and $c=\pm\sqrt{0.6}$ with $5/18$ each. At the outer nodes $\sin^5\beta=0.4^{5/2}=0.1012$. The false mean is
$$0.4961\,\big(\tfrac49+\tfrac59\times0.1012\big)=0.248,$$
which is the largest element found numerically for $l=5$, where the true mean is zero. For $l=1$ to 4 the largest is $1.4\times10^{-16}$, which is rounding.

Two polar nodes are too few for $l=4$. With them, $c^2=1/3$ and the mean of $P_4$ is $(35/9-30/3+3)/8=-0.389$ instead of zero.

**Why 75 rotations suffice.** A polynomial of degree $d$ in the Cartesian coordinates becomes, at $R^{-1}x$, a polynomial of degree at most $d$ in the entries of $R$. Each entry belongs to $l=1$, and a product of $l_1$ and $l_2$ contains no $l$ above $l_1+l_2$. So $l\le d$, and $L=d$ is enough. The network has $d=4$, which gives $N=5^2\times3=75$. This count is sufficient but not minimal: the 60 rotations of the icosahedral group, with equal weights, remove every $l$ from 1 to 5 and give the same average.

## Checking the average without quadrature

For this network $P$ can be worked out by hand. Define $M=\sum_a\mathbf x_a\mathbf x_{n,a}^T$ for each $n$. Then
$$(R^{-1}x)\cdot x_n=\sum_a\mathbf x_a^TR\,\mathbf x_{n,a}=\sum_{ij}M_{ij}R_{ij}\equiv u .$$
The first four moments of $u$ are needed. Averages of products of $R_{ij}$ must be unchanged by rotations acting on the first indices and, separately, on the second indices.

- No constant vector is invariant, so $\overline{u}=0$.
- $\overline{R_{ij}R_{kl}}=C\delta_{ik}\delta_{jl}$. Setting $i=k$, $j=l$ and summing gives $3=9C$. Hence $\overline{u^2}=T/3$ with $T=\mathrm{tr}(M^TM)$.
- $\overline{R_{ij}R_{kl}R_{pq}}=C'\epsilon_{ikp}\epsilon_{jlq}$. Contracting with both $\epsilon$ gives $6\det R=6=36C'$. Hence $\overline{u^3}=\frac16\cdot6\det M=\det M$. With two neighbours $M$ has rank at most two, so this is zero.
- For $\overline{u^4}$, rotations on both sides make $M$ diagonal, with entries $\sigma_i$. The result is a quartic, symmetric in the $\sigma_i$ and unchanged when two of them change sign. Only $\sum\sigma_i^4$ and $\sum_{i<j}\sigma_i^2\sigma_j^2$ qualify, so $\overline{u^4}=AT^2+BT_2$ with $T_2=\mathrm{tr}[(M^TM)^2]$.

Two cases fix $A$ and $B$. For $M=\mathrm{diag}(0,0,1)$, $u=\cos\beta$ and $A+B=\overline{\cos^4\beta}=\frac15$. For $M=\mathrm{diag}(1,1,0)$, $u=R_{xx}+R_{yy}=(1+\cos\beta)\cos(\alpha+\gamma)$, and $T=T_2=2$ gives
$$4A+2B=\frac12\int_{-1}^1(1+c)^4dc\times\frac38=\frac{16}5\times\frac38=\frac65 .$$
Subtracting twice the first equation leaves $2A=\frac45$, so $A=\frac25$ and $B=-\frac15$. Expanding $(1+u/s^2)^4$, whose quadratic term has coefficient 6, yields
$$Pf=\sum_nc_n\left[1+\frac{2T_n}{s^4}+\frac{2T_n^2-T_{2,n}}{5s^8}\right].$$

**Limit: one neighbour.** Then $T_2=T^2$, and with $p=\sqrt T/s^2$ the bracket is $1+2p^2+p^4/5$. This equals $\frac12\int_{-1}^1(1+pc)^4dc$, as it must.

The 75-rotation average agrees with this formula to $3\times10^{-13}$ meV rms. That explains why 108 rotations change nothing: no orientation dependence is left to remove.

## What happens when $L$ is too small

The weights $w_i$ are positive and sum to one. Since $U_{R_i}t=t$, the triangle inequality gives
$$\|Q_Lf-t\|=\Big\|\sum_iw_iU_{R_i}(f-t)\Big\|\le\sum_iw_i\|f-t\|=\|f-t\| .$$
So even an inadequate rule does not raise the error under an invariant measure. More can be said. From $PU_S=P$ it follows that $PQ_L=P$, hence $P(Q_Lf-Pf)=0$. The earlier orthogonality argument then gives
$$\|Q_Lf-t\|^2=\|Pf-t\|^2+\|Q_Lf-Pf\|^2 .$$

| $L$ | rotations | rms error (meV) | rms distance to $Pf$ (meV) |
|---|---|---|---|
| 0 | 1 | 195.9 | 150.5 |
| 1 | 4 | 151.7 | 85.2 |
| 2 | 18 | 128.1 | 25.9 |
| 3 | 32 | 125.7 | 6.2 |
| 4 | 75 | 125.5 | rounding |

For $L=1$ the sum is $15749+85.21^2=23010$ meV$^2$, whose root is 151.7 meV. At $L=0$ the rule is a single rotation, which cannot change the norm.

By $L=3$ the error is within 0.2 meV of its final value, yet the energy still varies with orientation: the distance to $Pf$ is 6.2 meV. A total error dominated by shape hides a broken symmetry, because the two add in squares. Nor is $Q_L$ then a projection in general. Applying $Q_2$ a second time changes the energy by up to 36.8 meV among ten configurations; for $Q_4$ the change is rounding.

**Networks that are not polynomials.** Suppose that a function $p$ with $l\le L$ satisfies $|f-p|\le\epsilon$ at all orientations of a shape. Since $Q_Lp=Pp$,
$$|Q_Lf-Pf|=|Q_L(f-p)-P(f-p)|\le2\epsilon .$$
The better $f$ can be approximated with $l\le L$, the smaller this bound on the remaining orientation dependence. For a tanh network with twelve units and small random input weights (standard deviation 0.2 Å$^{-1}$), the rms deviation from the rotation average, over 20 orientations of one shape, is 1.0 before averaging. It falls to $1.4\times10^{-2}$, $4.8\times10^{-4}$, $4.1\times10^{-6}$ and $3.4\times10^{-8}$ at $L=2$, 4, 8 and 12. The last rule needs $13^2\times7=1183$ evaluations per energy. These figures belong to one network, and the fast fall depends on its small input weights: with weights five times larger the deviation at $L=12$ is still about $10^{-3}$. For another network the $L$ needed must be found by such a test.

## Forces: when the target is not invariant

Let the target be a force component proportional to $z$. A perfect predictor $f=t$ has zero error, but $Pf=0$. Scalar averaging destroys it, because $Pt=t$ has failed.

For a vector function $\mathbf F$ the operator must also turn the output: $(U_R\mathbf F)(x)=R\,\mathbf F(R^{-1}x)$. It obeys the same product rule, $SR\,\mathbf F(R^{-1}S^{-1}x)=(U_{SR}\mathbf F)(x)$, and preserves $\int|\mathbf F|^2d\mu$ because $|R\mathbf F|=|\mathbf F|$. Every step of the proof then carries over, with "invariant" replaced by equivariant, $\mathbf F(Rx)=R\,\mathbf F(x)$. The extra factor $R$ raises the degree by one, so a polynomial force of degree $d$ is averaged exactly with $L=d+1$.

Forces obtained as gradients of an averaged energy need no separate treatment. Differentiating $E(Rx)=E(x)$ with respect to $\mathbf x_a$ gives $R^T(\nabla_aE)(Rx)=(\nabla_aE)(x)$, which is equivariance. This requires $E$ to be truly invariant, so for the quartic network $L=4$ is sufficient, while the orientation dependence left at $L=3$ would produce a spurious torque. The numerical output below lists the main values used here.

## Calculated quantities

```
bond constant 10.0 eV/A^2, rest length 1.5 A
angle constant 2.0 eV, rest cosine -0.5
bond lengths (A): 1.5 1.7  angles (deg): 100.0 120.0 140.0
shapes 12, training configurations 60
network length scale 2.0 A, ridge 1e-06
reference orientations per shape: 1530
L=4 rule: largest mean D element, l=1..4: 1.4e-16
L=4 rule: largest mean D element, l=5: 0.2484
mean of P_4 with only two polar nodes: -0.3889
rms target energy: 298.478 meV
mean squared error, raw: 38393.790 meV^2
mean squared error, averaged: 15749.289 meV^2
squared part removed: 22644.501 meV^2
rms error, raw: 195.943 meV
rms error, averaged: 125.496 meV
rms part removed: 150.481 meV
L, rotations, rms error (meV), rms distance to exact average (meV)
0    1    195.943    1.505e+02
1    4    151.692    8.521e+01
2   18    128.136    2.588e+01
3   32    125.650    6.222e+00
4   75    125.496    2.904e-13
5  108    125.496    2.856e-13
first shape: bonds 1 and 2 (A), angle (deg): 1.5 1.5 100.0
first shape, target: 106.506 meV
first shape, exact average: 169.839 meV
first shape, lowest raw value on grid: -270.541 meV
first shape, highest raw value on grid: 712.530 meV
change on second averaging, L=4: 3.3e-13 meV
change on second averaging, L=2: 36.832 meV
training-set rms error, raw: 8.500e-05 meV
training-set rms error, averaged: 127.295 meV
tanh network, rms deviation before averaging: 1.001e+00
tanh network, rms deviation at L=2: 1.358e-02 (no unit)
tanh network, rms deviation at L=4: 4.779e-04 (no unit)
tanh network, rms deviation at L=8: 4.112e-06 (no unit)
tanh network, rms deviation at L=12: 3.422e-08 (no unit)
```
